\section*{Why most 1 MeV positrons do not annihilate in flight}

A positron with a kinetic energy of 1 MeV enters a light medium containing $3\times10^{23}$ electrons per cubic centimetre. At that energy its mean free path against annihilation is 19.4 cm. Yet, losing energy steadily at the average rate, it slows to 1 keV within a path of only 0.49 cm, and the probability that it is still there is about 96 %. It has passed through a dense crowd of its own antiparticles, and in most cases it has lost energy and changed direction without annihilating.

\section{The belief and its appeal}

The belief is that a fast positron in matter mostly annihilates in flight. There are sensible reasons for it. Every electron is a possible partner, annihilation needs no threshold energy, and a faster particle meets more electrons per second. Annihilation and scattering are also both tree-level processes, with cross sections proportional to $\alpha^2$, so nothing in the coupling makes annihilation the weaker of the two.

What decides the matter is a competition: does the positron annihilate before it has lost its energy? This requires the annihilation cross section $\sigma$ and the energy loss per unit length $S$, both as functions of the kinetic energy $T$. ``In flight'' will mean above 1 keV. Target electrons are taken as free and at rest for annihilation and for hard collisions, spins are unpolarized, and annihilation into one or three photons is left out.

\section{The annihilation cross section}

Set $\hbar=c=m=1$, so that $e^2=4\pi\alpha$ and the classical electron radius is $r_e=\alpha$. Let $p$ and $p'$ be the four-momenta of electron and positron, $k_1$ and $k_2$ those of the photons, and $a=p\cdot k_1$, $b=p\cdot k_2$. The electron can emit either photon first, which gives two diagrams. Since $(p-k_1)^2-1=-2a$, and likewise for $k_2$, the amplitude is, up to a phase,
\begin{equation}
M=e^2\,\bar v(p')\left[\frac{\slashed\epsilon_2(\slashed p-\slashed k_1+1)\slashed\epsilon_1}{-2a}
+\frac{\slashed\epsilon_1(\slashed p-\slashed k_2+1)\slashed\epsilon_2}{-2b}\right]u(p).
\end{equation}
The starting point here is its square, averaged over initial spins and summed over polarizations:
\begin{equation}
\overline{|M|^2}=2e^4F,\qquad
F=\frac ab+\frac ba+2\left(\frac1a+\frac1b\right)-\left(\frac1a+\frac1b\right)^2 .
\end{equation}
This form was tested against explicit Dirac spinors and polarization vectors at four energies.

Let $\gamma=1+T$ be the positron's Lorentz factor in the electron's rest frame, $s=\sqrt{\gamma^2-1}$ its momentum, and $A=\gamma+1$ the total energy. In the centre-of-mass frame the squared total energy is $2A$ and the squared momentum of each incoming particle is $(\gamma-1)/2$; their product is $s^2$. The two-body formula, written for the invariant $t=(p-k_1)^2=1-2a$, is therefore
\begin{equation}
\frac{d\sigma}{d|t|}=\frac{\overline{|M|^2}}{64\pi s^2}.
\end{equation}
With $d|t|=2\,da$ and $e^4=16\pi^2r_e^2$ this becomes $d\sigma/da=\pi r_e^2F/s^2$. Integration over all $a$ counts each pair of identical photons twice, so
\begin{equation}
\sigma=\frac{\pi r_e^2}{2s^2}\int_{a_-}^{a_+}F\,da .
\end{equation}

In the electron's rest frame $a$ and $b$ are the photon energies, and $a+b=A$. Their extreme values occur when the photons travel along the line of motion in opposite directions. Momentum conservation then gives $a-b=\pm s$, hence $a_\pm=(A\pm s)/2$. Two combinations are needed:
\begin{align}
a_+a_-&=\frac{A^2-s^2}{4}=\frac A2,\\
\frac{a_+}{a_-}&=\frac{(A+s)^2}{A^2-s^2}=\frac{2\gamma A+2As}{2A}=\gamma+s ,
\end{align}
where $A^2+s^2=2\gamma A$ was used. Write $L=\ln(\gamma+s)$. Then
\begin{align}
\int\frac{da}{a}&=\int\frac{da}{b}=L,\qquad
\int\frac ba\,da=\int\left(\frac Aa-1\right)da=AL-s,\\
\int\frac{da}{a^2}&=\frac{a_+-a_-}{a_+a_-}=\frac{2s}{A},\qquad
\int\frac{da}{ab}=\frac1A\int\left(\frac1a+\frac1b\right)da=\frac{2L}{A}.
\end{align}
The interval is symmetric under $a\leftrightarrow b$, so the integrals of $a/b$ and $1/b^2$ equal those of $b/a$ and $1/a^2$. Thus
\begin{equation}
\int F\,da=2AL-2s+4L-\frac{4s}{A}-\frac{4L}{A}
=\frac2A\left[(A^2+2A-2)L-(A+2)s\right].
\end{equation}
Putting $A=\gamma+1$ gives
\begin{equation}
\sigma=\frac{\pi r_e^2}{\gamma+1}\left[\frac{\gamma^2+4\gamma+1}{\gamma^2-1}\,L-\frac{\gamma+3}{s}\right].
\label{sigma}
\end{equation}

\section{Speed does not raise the annihilation rate}

A faster positron sweeps past more electrons per second, but its cross section is smaller. The rate per unit time is $n\sigma v$, with $n$ the electron density. Define $R=\sigma\beta/(\pi r_e^2)$ with $\beta=s/\gamma$, and let $D=\gamma^2+4\gamma+1$ and $Q=\gamma^2+2\gamma+3$. From Eq.~(\ref{sigma}),
\begin{equation}
1-R=1-\frac{DL/s-(\gamma+3)}{\gamma(\gamma+1)}
=\frac{D\,G}{s\gamma(\gamma+1)},\qquad G=\frac{sQ}{D}-L .
\end{equation}
The sign of $1-R$ is the sign of $G$, and $G=0$ at $\gamma=1$. Because $ds/d\gamma=\gamma/s$ and $dL/d\gamma=1/s$,
\begin{equation}
s\frac{dG}{d\gamma}=\frac{\gamma QD+(\gamma^2-1)(Q'D-QD')-D^2}{D^2}.
\end{equation}
Here $Q'D-QD'=2\gamma^2-4\gamma-10$. Multiplying out, the numerator is
\begin{equation}
\gamma^5+7\gamma^4-16\gamma^2-\gamma+9=(\gamma-1)^2(\gamma+1)(\gamma^2+8\gamma+9),
\end{equation}
which is positive for $\gamma>1$. Hence $G>0$ and, with $c$ restored,
\begin{equation}
\sigma v<\pi r_e^2c
\label{ratebound}
\end{equation}
at every nonzero speed, within this tree-level treatment.

The slow limit shows how the bound is approached. Near $\gamma=1$ the numerator is $36(\gamma-1)^2$ and $D^2=36$, so $s\,dG/d\gamma\simeq(\gamma-1)^2\simeq\beta^4/4$. With $s\simeq\beta$ and $d\gamma\simeq\beta\,d\beta$ this gives $dG\simeq(\beta^4/4)\,d\beta$, or $G\simeq\beta^5/20$. Therefore $1-R\simeq 6G/(2\beta)=3\beta^4/20$. The cross section grows as $1/\beta$ when the positron slows, while the rate tends to a constant. At 1 MeV, $R=0.65$: the fast positron annihilates less often per unit time than a slow one would in the same electron gas.

\section{How quickly the energy goes}

Energy is lost in collisions that transfer an energy $W$ to an electron. When $W$ is large compared with atomic binding, the electron is effectively free and the tree-level Bhabha cross section applies. It contains photon exchange, virtual annihilation and their interference. With $\tau=\gamma-1$, $x=W/\tau$, $y=1/(\gamma+1)$ and $q=1-2y$,
\begin{equation}
\frac{d\sigma_{\rm B}}{dW}=\frac{2\pi r_e^2}{W^2}\left[\frac1{\beta^2}-b_1x+b_2x^2-b_3x^3+b_4x^4\right],
\label{bhabha}
\end{equation}
\begin{equation}
b_1=2-y^2,\quad b_2=q(3+y^2),\quad b_3=q^2+q^3,\quad b_4=q^3 .
\end{equation}
This expression, too, is taken as a starting point and was tested against explicit spinors. Since positron and electron are distinguishable, $W$ runs up to $\tau$. Collisions above a dividing energy $W_c\ll\tau$ contribute
\begin{equation}
\int_{W_c}^{\tau}W\frac{d\sigma_{\rm B}}{dW}dW=2\pi r_e^2\left[\frac1{\beta^2}\ln\frac{\tau}{W_c}-b_1+\frac{b_2}2-\frac{b_3}3+\frac{b_4}4\right],
\end{equation}
because $\int_0^1x^{k-1}dx=1/k$. For softer collisions, where binding matters, the input is Bethe's result
\begin{equation}
\frac{2\pi r_e^2}{\beta^2}\left[\ln\frac{2\beta^2\gamma^2W_c}{I^2}-\beta^2\right],
\end{equation}
in which the mean excitation energy $I$ summarizes the atomic structure. In the sum $W_c$ cancels. Using $\beta^2\gamma^2=\tau(\tau+2)$, the logarithms combine to
\begin{equation}
\ln\frac{2\tau^2(\tau+2)}{I^2}=\ln\frac{\tau^2}{I^2}+\ln\left(1+\frac\tau2\right)+2\ln2 .
\end{equation}
The remaining terms are $-\beta^2$ times
\begin{equation}
1+b_1-\frac{b_2}2+\frac{b_3}3-\frac{b_4}4=\frac{23+14y+10y^2+4y^3}{12}.
\end{equation}
To verify this, expand $b_2=3-6y+y^2-2y^3$, $b_3=2-10y+16y^2-8y^3$ and $b_4=1-6y+12y^2-8y^3$, and collect powers of $y$. In ordinary units the loss is
\begin{align}
S&=\frac{2\pi r_e^2mc^2n}{\beta^2}\,\Lambda,\label{stopping}\\
\Lambda&=\ln\frac{T^2}{I^2}+\ln\left(1+\frac\tau2\right)+2\ln2-\frac{\beta^2}{12}(23+14y+10y^2+4y^3).
\end{align}
For the round value $I=75$ eV, $\Lambda=19.05$ at 1 MeV.

\section{The competition}

Let $N$ be the surviving fraction. Over a path $dx$ it changes by $dN=-Nn\sigma\,dx$, while the energy changes by $dT=-S\,dx$. Dividing gives $dN/N=(n\sigma/S)\,dT$. Integration from $T_c=1$ keV to the starting energy $T_0$ yields the in-flight probability
\begin{equation}
P=1-\exp\left[-\int_{T_c}^{T_0}\frac{n\sigma}{S}\,dT\right],\qquad
\frac{n\sigma}{S}=\frac{\beta R}{2\Lambda\,mc^2}.
\label{probability}
\end{equation}
Within this model the density has cancelled: packing the electrons closer speeds up both processes equally. The material enters through $I$, and that only inside a logarithm. The polarization of the medium and bremsstrahlung, both left out here and discussed below, would bring in further material dependence.

At 1 MeV, $\beta=0.9411$ and $R=0.6486$, so
\begin{equation}
\frac{n\sigma}{S}=\frac{0.9411\times0.6486}{2\times19.05\times0.5110\ {\rm MeV}}=0.0313\ {\rm MeV}^{-1}.
\end{equation}
Other energies give:
\begin{center}
\begin{tabular}{cccc}
$T$ (MeV) & $\sigma$ (barn) & $S$ (MeV/cm) & $n\sigma/S$ (MeV$^{-1}$)\\
0.01 & 1.279 & 22.29 & 0.0172\\
0.10 & 0.447 & 3.84 & 0.0350\\
0.30 & 0.290 & 2.12 & 0.0411\\
1.00 & 0.172 & 1.65 & 0.0313
\end{tabular}
\end{center}
The ratio falls off towards both ends of the table, for different reasons. At low energy the factor $\beta$ is small: the cross section grows as $1/\beta$, but the energy loss grows faster, though less steeply than $1/\beta^2$ because $\Lambda$ decreases. Between 0.3 and 1 MeV the fall of $R$ from 0.90 to 0.65 outweighs the rise of $\beta$, and the logarithmic growth of $\Lambda$ lowers the ratio by a similar amount. The ratio never strays far above 0.04 per MeV in the table, and there is only 1 MeV to lose. The full integral gives
\begin{equation}
P=3.6\ \%\qquad (T_0=1\ {\rm MeV}).
\end{equation}
The last stretch, from 10 keV to 1 keV, has an annihilation probability of only about 0.01 %, so the precise choice of $T_c$ hardly matters.

The opening lengths give a cruder estimate: $0.490/19.39=2.5\ \%$. It is too low because the mean free path shortens as the positron slows.

\section{Why the many encounters do not help}

The factor $2\Lambda\simeq38$ in Eq.~(\ref{probability}) answers the argument from equal powers of $\alpha$. Both processes have the scale $r_e^2$, but energy loss adds up collisions over a huge range of transfers, from atomic energies to the whole of $T$, and each decade of $W$ contributes to the logarithm. This range supplies $\ln(T/I)\simeq9.5$, about half of $\Lambda$ at 1 MeV; the rest comes from the soft, distant collisions contained in Bethe's term, less a correction of about 1 because hard knocks are rarer than the leading $1/W^2$ law suggests. Annihilation has no such sum.

The count of encounters makes the same point. For $w\ll T$, the leading term of Eq.~(\ref{bhabha}) gives a cross section of about $2\pi r_e^2mc^2/(\beta^2w)$ for transfers above $w$. With $w=1$ keV and $\pi r_e^2=0.2495$ barn this is
\begin{equation}
\frac{2\times0.2495\times511}{0.886}\ {\rm barn}\simeq290\ {\rm barn},
\end{equation}
some 1700 times the annihilation cross section at 1 MeV. The encounters are indeed numerous, but most of them are small knocks.

The clock gives a bound that needs only the slowing time, not the values of $\sigma$. Since $dx=v\,dt$, the exponent in Eq.~(\ref{probability}) is $\int n\sigma v\,dt$. By Eq.~(\ref{ratebound}) it is less than $\pi r_e^2cn\,t$, where $t$ is the slowing time. In the model medium $t=19.9$ ps, whereas the slow-positron lifetime $1/(\pi r_e^2cn)$ is 446 ps. Hence
\begin{equation}
P<1-\exp\left(-\frac{19.9}{446}\right)=4.4\ \%.
\end{equation}
The positron has lost its speed long before annihilation becomes likely.

\section{How firm is the number?}

Equation~(\ref{probability}) treats slowing as continuous, although a single hard collision can remove much of the energy. To examine this, let $N(T)$ be the probability that a positron starting at $T$ reaches $T_c$. In a short path it may annihilate, lose energy softly at the rate $S_{\rm soft}$, or jump from $T$ to $T-W$. Balancing these possibilities gives
\begin{equation}
S_{\rm soft}\frac{dN}{dT}=-n\sigma N-n\int_{W_c}^{T}\frac{d\sigma_{\rm B}}{dW}\left[N(T)-N(T-W)\right]dW .
\end{equation}
The in-flight probability is now $P=1-N(T_0)$, with $N$ a function of the starting energy.
Here $dN/dT$ is negative, because a higher starting energy means more opportunities to annihilate. With jumps above 20 keV treated individually, the numerical solution on a 1 keV energy grid lies about 0.02 percentage points below continuous slowing. Most of this small difference arises because Bethe's term with $W_c=20$ keV plus the hard collisions gives a slightly larger mean loss than Eq.~(\ref{stopping}), which assumed $W_c\ll\tau$. Both give $P\simeq3.6\ \%$.

The soft part of the stopping formula was an input, so its influence should be known. Making $I$ four times larger raises $P$ to 4.2 %. In condensed matter the polarization of the medium reduces $\Lambda$, an effect left out above; lowering $\Lambda$ by 1 at all energies, as a trial, gives 3.8 %. One can even discard every collision with a transfer below 1 keV and keep the free-electron knocks alone. This understates the loss and so overstates annihilation, yet the probability of annihilating above 10 keV comes out at 11.7 %. That figure is an upper estimate, not a rival value, and it still leaves the great majority alive.

Bremsstrahlung, also omitted, is a further energy loss and would lower $P$. The Coulomb attraction between positron and electron, absent at tree level, raises the annihilation rate. The Sommerfeld factor $\xi/(1-e^{-\xi})$ with $\xi=2\pi\alpha/\beta$ is about 1.4 at 1 keV, where the positron spends little of its slowing time, and about 1.025 at 1 MeV; taken as a rough estimate over the whole path, it raises $P$ by about 0.1 percentage points, to 3.7 %.

\section{What is true in the belief}

Annihilation in flight does occur, and it leaves a mark. For a positron at 1 MeV, $\gamma=2.957$ and $s=\gamma\beta=2.783$, so the limits $a_\pm$ allow photon energies from 0.30 to 1.72 MeV, instead of the two photons of 0.511 MeV from a pair at rest.

Its share also rises with the starting energy: 0.27 % at 0.1 MeV, about 1 % at 0.3 MeV, 3.6 % at 1 MeV and 7.7 % at 3 MeV, all in the model medium; in a real condensed medium the omitted polarization and bremsstrahlung already shift the last value by one or two tenths of a percentage point. ``A few percent'' therefore belongs to energies near 1 MeV and is not a general law. At much higher energies the present formulas should not be extrapolated, because bremsstrahlung becomes an essential part of the loss.

Finally, the calculation follows the positron down to 1 keV, not to thermal energy. What comes next depends on the medium. In condensed matter the remaining slowing typically takes some picoseconds, a rough figure from outside this calculation, against annihilation times of hundreds of picoseconds; most survivors thus thermalize or form positronium first. In a gas, positronium can form before thermalization is complete. In either case, about 96 of 100 positrons that start at 1 MeV in the model medium are no longer fast when they annihilate. The numerical output below lists the values behind these comparisons.

\section*{Computed values}
\begin{verbatim}
electron rest energy: 0.510999 MeV
pi r_e^2: 0.2495 barn
chosen mean excitation energy I: 75 eV
chosen electron density n: 3.0e+23 cm^-3
lower energy limit: 1 keV
gamma at 1 MeV: 2.9570
v/c at 1 MeV: 0.9411
stopping number (square bracket) at 1 MeV: 19.054
T (MeV) | sigma (barn) | S (MeV/cm) | n sigma/S (1/MeV) | sigma v/(pi r_e^2 c)
 0.01 | 1.2791 | 22.286 | 0.01722 | 0.9998
 0.10 | 0.4472 | 3.836 | 0.03498 | 0.9828
 0.30 | 0.2904 | 2.121 | 0.04109 | 0.9041
 1.00 | 0.1719 | 1.646 | 0.03134 | 0.6486
annihilation mean free path at 1 MeV: 19.39 cm
path length from 1 MeV to 1 keV: 0.490 cm
path length / mean free path: 0.0253
slowing time from 1 MeV to 1 keV: 19.91 ps
slow free-electron annihilation lifetime: 445.7 ps
upper bound on P from the two times: 4.37 %
in-flight probability P, 1 MeV: 3.56 %
surviving to 1 keV: 96.44 %
P from transport with discrete losses: 3.55 %
part of path from 10 keV to 1 keV, probability: 0.0126 %
upper estimate above 10 keV, only knocks > 1 keV: 11.73 %
P with I four times larger: 4.24 %
P with stopping number reduced by 1: 3.78 %
P for starting energy 0.1 MeV: 0.27 %
P for starting energy 0.3 MeV: 1.05 %
P for starting energy 1.0 MeV: 3.56 %
P for starting energy 3.0 MeV: 7.69 %
low-speed coefficient of beta^4 in the rate deficit: 0.1500
largest relative error, sigma against spinors: 9.5e-15
largest relative error, stopping number: 5.6e-16
\end{verbatim}
